**Uniform flare: fixed mean and reduced modulation**

The program tests that spreading a fraction $f$ of a periodic image's light evenly leaves its mean $M$ unchanged and multiplies its modulation $m=2|c_1|/M$ by $1-f$, where $c_1$ is the first Fourier coefficient of the intensity. It redistributes light pixel by pixel and asserts the result for a two-beam image, a three-beam image and an irregular pattern. The images are built from mask integrals and a pupil filter, and the two-beam image is compared with its closed form. For $f=0.08$ the output shows a mean of 0.3513 before and after flare, while the modulation falls from 0.9060 to 0.8336. The visibility of the three-beam image falls by 5.74 percent, which shows that visibility and modulation need not change by the same factor. Further assertions cover the edge slope, the printed width, flare of finite range, array borders and resist blur. The output also sizes polarization, defocus, mask shadowing and photon noise for the same example.

## Verification by program

```python
# Result under test: if a fraction f of a dense periodic image I(x) is spread
# evenly, the mean M is unchanged and the modulation is multiplied by 1-f.
# Modulation m = 2|first Fourier coefficient|/M; swing = Imax-Imin;
# visibility = (Imax-Imin)/(Imax+Imin). Intensity 1 = large clear area.
# Lengths are in nm. The images come from mask integrals and a pupil filter.
import numpy as np
from scipy.integrate import quad
from scipy.constants import h, c

flare = 0.08
wavelength, NA, pitch = 13.5, 0.25, 64.0
flare_range, blur, defocus = 1000.0, 5.0, 50.0
pole_half_width = 0.025
absorber, incidence_deg, reduction = 60.0, 6.0, 4.0
dose_mJ_cm2, patch = 20.0, 5.0
threshold = 0.25

dx = 0.25
x = np.arange(-pitch / 2, pitch / 2, dx)
pole = wavelength / (2 * pitch)


def image(opening, source_sines, focus=0.0):
    """Sum of coherent images over source points, thin mask, scalar light."""
    orders = range(-4, 5)
    amp = {n: quad(lambda u: np.cos(2 * np.pi * n * u / pitch) / pitch,
                   -opening / 2, opening / 2)[0] for n in orders}
    total = np.zeros_like(x)
    for s0 in source_sines:
        field = np.zeros_like(x, dtype=complex)
        for n in orders:
            s = s0 + n * wavelength / pitch
            if abs(s) <= NA:
                path = focus * np.sqrt(1 - s * s)
                field += amp[n] * np.exp(2j * np.pi * (n * x / pitch
                                                       + path / wavelength))
        total += abs(field) ** 2
    return total / len(source_sines)


def redistribute(intensity):
    """Send light pixel by pixel: part stays, part is shared by all pixels."""
    out = np.zeros_like(intensity)
    for j, light in enumerate(intensity):
        out[j] += (1 - flare) * light
        out += flare * light / len(intensity)
    return out


def modulation(intensity):
    wave = np.exp(-2j * np.pi * np.arange(len(intensity)) / len(intensity))
    return 2 * abs(np.mean(intensity * wave)) / intensity.mean()


def visibility(intensity):
    return np.ptp(intensity) / (intensity.max() + intensity.min())


def visibility_ratio_formula(intensity):
    midrange = (intensity.max() + intensity.min()) / 2
    return (1 - flare) / (1 - flare + flare * intensity.mean() / midrange)


# Two-beam image against its closed form
I0 = image(pitch / 2, [pole, -pole])
a0, a1 = 0.5, 1 / np.pi
closed = a0**2 + a1**2 + 2 * a0 * a1 * np.cos(2 * np.pi * x / pitch)
assert np.allclose(I0, closed, atol=1e-9)
I1 = redistribute(I0)
M, m0, m1 = I0.mean(), modulation(I0), modulation(I1)

# Three-beam image and an irregular pattern test the general claims
I3 = image(pitch / 2, [0.0])
I3f = redistribute(I3)
irregular = np.random.default_rng(3).random(len(x)) ** 3
for before in (I0, I3, irregular):
    after = redistribute(before)
    assert abs(after.mean() / before.mean() - 1) < 1e-11
    assert abs(np.ptp(after) / np.ptp(before) - (1 - flare)) < 1e-11
    F0, F1 = np.fft.fft(before), np.fft.fft(after)
    assert np.allclose(F1[1:], (1 - flare) * F0[1:], atol=1e-9)
    ratio = visibility(after) / visibility(before)
    assert abs(ratio - visibility_ratio_formula(before)) < 1e-11
vis_ratio_2 = visibility(I1) / visibility(I0)
vis_ratio_3 = visibility(I3f) / visibility(I3)
assert abs(vis_ratio_2 - (1 - flare)) < 1e-9
assert abs(vis_ratio_3 - (1 - flare)) > 0.01

# Background added without removing light from the image
added = I0 + flare * M
added_mod_ratio = modulation(added) / m0
assert abs(added_mod_ratio - 1 / (1 + flare)) < 1e-10


# Log-slope at the edge x = pitch/4 and bright width at a threshold
def log_slope(intensity):
    e = int(np.argmin(abs(x - pitch / 4)))
    slope = (intensity[e + 1] - intensity[e - 1]) / (2 * dx)
    return pitch / 2 * abs(slope) / intensity[e]


def bright_width(intensity, level):
    right = x >= 0
    return 2 * np.interp(level, intensity[right][::-1], x[right][::-1])


nils0, nils1 = log_slope(I0), log_slope(I1)
assert abs(nils0 / (np.pi * m0) - 1) < 5e-4      # finite-difference error
assert abs(nils1 / (np.pi * m0 * (1 - flare)) - 1) < 5e-4
wM0, wM1 = bright_width(I0, M), bright_width(I1, M)
assert abs(wM0 - pitch / 2) < 2e-3 and abs(wM1 - pitch / 2) < 2e-3
wT0, wT1 = bright_width(I0, threshold), bright_width(I1, threshold)
for width, keep in ((wT0, 1.0), (wT1, 1 - flare)):
    arg = (threshold - M) / (keep * m0 * M)
    assert abs(width - pitch / np.pi * np.arccos(arg)) < 2e-3

# Flare of finite range, summed explicitly over a long array
step = 2.0
cell = I0[::int(step / dx)]
n_cell, n_rep = len(cell), 500
array = np.tile(cell, n_rep)


def finite_range(landscape, period_index):
    pos = np.arange(len(landscape)) * step
    here = slice(period_index * n_cell, (period_index + 1) * n_cell)
    dist = abs(pos[here, None] - pos[None, :])
    kernel = np.exp(-dist / flare_range) / (2 * flare_range)
    return (1 - flare) * landscape[here] + flare * step * kernel @ landscape


centre = finite_range(array, n_rep // 2)
range_ratio = modulation(centre) / m0
leak = 1 / (1 + (2 * np.pi * flare_range / pitch) ** 2)
assert abs(centre.mean() / M - 1) < 1e-5
assert abs(range_ratio - (1 - flare + flare * leak)) < 1e-6
border_change = {}
for name, level in (("dark", 0.0), ("clear", 1.0)):
    land = np.concatenate([np.full(len(array), level), array])
    border_change[name] = finite_range(land, n_rep).mean() / M - 1
    missing = flare_range / pitch * (1 - np.exp(-pitch / flare_range)) / 2
    expected = flare * missing * (level / M - 1)
    assert abs(border_change[name] - expected) < 2e-4  # pixel edge offset

# Resist blur acting on the flared image
gap = x[:, None] - x[None, :]
spread = sum(np.exp(-(gap + k * pitch) ** 2 / (2 * blur**2))
             for k in range(-2, 3)) * dx / (blur * np.sqrt(2 * np.pi))
both = spread @ I1
blur_ratio = modulation(spread @ I0) / m0
assert abs(blur_ratio - np.exp(-2 * (np.pi * blur / pitch) ** 2)) < 1e-9
assert abs(modulation(both) / m0 - (1 - flare) * blur_ratio) < 1e-9
assert abs(both.mean() / M - 1) < 1e-9

# Unpolarized light: overlap of the two field directions
angle = np.arcsin(pole)
tm_a = np.array([np.cos(angle), -np.sin(angle)])
tm_b = np.array([np.cos(angle), np.sin(angle)])
polar_ratio = (1 + tm_a @ tm_b) / 2
assert abs(polar_ratio - (1 - pole**2)) < 1e-12

# Defocus with point poles and with poles of finite width
assert np.allclose(image(pitch / 2, [pole, -pole], defocus), I0, atol=1e-9)
offsets = pole_half_width * (2 * (np.arange(41) + 0.5) / 41 - 1)
wide = np.concatenate([pole + offsets, -pole + offsets])
focus_ratio = modulation(image(pitch / 2, wide, defocus)) / m0
assert 0.98 < focus_ratio < 1

# Geometric mask shadow, at wafer scale
shadow = 2 * absorber * np.tan(np.radians(incidence_deg)) / reduction
Is = image(pitch / 2 - shadow, [pole, -pole])
assert abs(modulation(redistribute(Is)) / modulation(Is) - 1 + flare) < 1e-10

# Photon noise in a small patch at the mean intensity
photon_J = h * c / (wavelength * 1e-9)
photons = dose_mJ_cm2 * 1e-3 / 1e14 * M * patch**2 / photon_J
noise = 1 / np.sqrt(photons)


def show(label, value, digits=4, unit=""):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("flare fraction", 100 * flare, 1, "%")
show("wavelength", wavelength, 1, "nm")
show("numerical aperture", NA, 2)
show("pitch", pitch, 1, "nm")
show("sine of pole and of the two passed orders", pole)
show("sine of nearest blocked order", 3 * pole)
show("order amplitude a0", a0)
show("order amplitude a1", a1)
show("maximum before flare", I0.max())
show("maximum after flare", I1.max())
show("minimum before flare", I0.min())
show("minimum after flare", I1.min())
show("mean before flare", M)
show("mean after flare", I1.mean())
show("uniform flare level f*M", flare * M)
show("modulation before flare", m0)
show("modulation after flare", m1)
show("relative fall of modulation", 100 * (1 - m1 / m0), 3, "%")
show("fall in percentage points", 100 * (m0 - m1), 2, "points")
show("normalized log-slope before", nils0, 3)
show("normalized log-slope after", nils1, 3)
show("bright width at threshold M, before", wM0, 2, "nm")
show("bright width at threshold M, after", wM1, 2, "nm")
show("other threshold T", threshold, 3)
show("bright width at T, before", wT0, 2, "nm")
show("bright width at T, after", wT1, 2, "nm")
show("three-beam mean", I3.mean())
show("three-beam midrange", (I3.max() + I3.min()) / 2)
show("three-beam visibility before", visibility(I3))
show("three-beam visibility after", visibility(I3f))
show("three-beam visibility fall", 100 * (1 - vis_ratio_3), 2, "%")
show("added background: mean rise", 100 * (added.mean() / M - 1), 2, "%")
show("added background: modulation fall", 100 * (1 - added_mod_ratio), 2, "%")
show("flare range", flare_range, 0, "nm")
show("finite range: modulation factor", range_ratio, 6)
show("first period by dark area: mean change",
     100 * border_change["dark"], 2, "%")
show("first period by clear area: mean change",
     100 * border_change["clear"], 2, "%")
show("resist blur sigma", blur, 1, "nm")
show("blur alone: modulation fall", 100 * (1 - blur_ratio), 2, "%")
show("blur and flare: modulation", modulation(both))
show("unpolarized light: modulation fall", 100 * (1 - polar_ratio), 2, "%")
show("defocus", defocus, 0, "nm")
show("pole half-width in sine", pole_half_width, 3)
show("defocus, wide poles: modulation fall", 100 * (1 - focus_ratio), 2, "%")
show("absorber thickness on mask", absorber, 0, "nm")
show("incidence angle on mask", incidence_deg, 0, "degrees")
show("reduction factor", reduction, 0)
show("mask shadow at wafer", shadow, 2, "nm")
show("shadow: mean change", 100 * (Is.mean() / M - 1), 2, "%")
show("shadow: modulation change", 100 * (modulation(Is) / m0 - 1), 2, "%")
show("clear-area dose", dose_mJ_cm2, 0, "mJ/cm2")
show("noise patch side", patch, 0, "nm")
show("mean photons arriving on patch", photons, 0)
show("relative photon noise on patch", 100 * noise, 1, "%")
print("success")
```

Printed output:

```
flare fraction: 8.0 %
wavelength: 13.5 nm
numerical aperture: 0.25
pitch: 64.0 nm
sine of pole and of the two passed orders: 0.1055
sine of nearest blocked order: 0.3164
order amplitude a0: 0.5000
order amplitude a1: 0.3183
maximum before flare: 0.6696
maximum after flare: 0.6442
minimum before flare: 0.0330
minimum after flare: 0.0585
mean before flare: 0.3513
mean after flare: 0.3513
uniform flare level f*M: 0.0281
modulation before flare: 0.9060
modulation after flare: 0.8336
relative fall of modulation: 8.000 %
fall in percentage points: 7.25 points
normalized log-slope before: 2.846
normalized log-slope after: 2.618
bright width at threshold M, before: 32.00 nm
bright width at threshold M, after: 32.00 nm
other threshold T: 0.250
bright width at T, before: 38.60 nm
bright width at T, after: 39.20 nm
three-beam mean: 0.4526
three-beam midrange: 0.6460
three-beam visibility before: 1.0000
three-beam visibility after: 0.9426
three-beam visibility fall: 5.74 %
added background: mean rise: 8.00 %
added background: modulation fall: 7.41 %
flare range: 1000 nm
finite range: modulation factor: 0.920008
first period by dark area: mean change: -3.88 %
first period by clear area: mean change: 7.15 %
resist blur sigma: 5.0 nm
blur alone: modulation fall: 11.35 %
blur and flare: modulation: 0.7389
unpolarized light: modulation fall: 1.11 %
defocus: 50 nm
pole half-width in sine: 0.025
defocus, wide poles: modulation fall: 0.25 %
absorber thickness on mask: 60 nm
incidence angle on mask: 6 degrees
reduction factor: 4
mask shadow at wafer: 3.15 nm
shadow: mean change: -14.02 %
shadow: modulation change: 3.59 %
clear-area dose: 20 mJ/cm2
noise patch side: 5 nm
mean photons arriving on patch: 119
relative photon noise on patch: 9.2 %
success
```
